# Saddle Points of Potential in Charge-Free Two-Dimensional Transistor Channels, part 2

We seek the position and curvature of the potential saddle that forms the subthreshold electron barrier in a symmetric double-gate silicon film. Lengths are in nm, potentials in V and densities in $\mathrm{cm^{-3}}$.

The coordinate $x$ runs from source to drain and $y$ across the film, with $y=0$ on the midplane. The static potential $\phi$ is uniform along the width. An electron has energy $-q\phi$, and subscripts $x,y$ denote derivatives.

**The theorem.** Where there is no charge and the permittivity $\varepsilon$ is uniform, $\phi_{xx}+\phi_{yy}=0$. A nondegenerate stationary point is then a saddle with principal curvatures $\pm\kappa$, $\kappa>0$. On the midplane these lie along and across the film. With an electron density $n$, a midplane stationary point with $\phi_{xx}>0$ remains a saddle as long as

$$
n<n_*=\frac{\varepsilon\,\phi_{xx}}{q}. \tag{10}
$$

The curvatures are nearly equal and opposite only if $n\ll n_*$. Ionized acceptors enter in the same way; $N_D$ below is the donor density.

**The model.** The charge-free film has thickness $t=6$ nm, oxides $t_{\rm ox}=1.5$ nm and channel length $L=20$ nm. The relative permittivities are $11.7$ (silicon, $\varepsilon_{\rm si}$) and $3.9$ (oxide, $\varepsilon_{\rm ox}$). The ends are held at $\phi_S=0$ and $\phi_D=0.4$ V, uniformly across the film; the effective gate potential is $\phi_G=-0.45$ V. With $\psi=\phi-\phi_G$, treating each oxide as a plane capacitor gives

$$
\psi_y=-g\,\psi\quad\text{at }y=\tfrac t2,\qquad g=\frac{\varepsilon_{\rm ox}}{\varepsilon_{\rm si}t_{\rm ox}}=\frac{3.9}{11.7\times1.5\ \mathrm{nm}}=0.222\ \mathrm{nm^{-1}}. \tag{11}
$$

The modes $\cos k_ny$ have $k_n$ equal to the positive roots $k_1<k_2<\dots$ of

$$
k\tan\frac{kt}{2}=g. \tag{12}
$$

The lowest has $k_1=0.2453\ \mathrm{nm^{-1}}$. The weights $c_n$ are defined by $1=\sum_nc_n\cos k_ny$, with $c_1=1.088$. The solution is

$$
\psi=\sum_nc_n\cos k_ny\;\frac{(\phi_S-\phi_G)\sinh k_n(L-x)+(\phi_D-\phi_G)\sinh k_nx}{\sinh k_nL}. \tag{14}
$$

The closing numerical output also lists earlier checks: a tilted saddle among three line charges, and the curvature ratios midway between two equal line charges and two equal point charges.

## 12. The saddle from the lowest mode

The second root of (12) has $k_2t/2>\pi$, so $k_2>1.04\ \mathrm{nm^{-1}}$. Higher modes therefore shrink by more than a factor $e$ with each nanometre from the ends, and the middle of the channel is left to the first mode. Write $k=k_1$ and

$$
A_S=c_1(\phi_S-\phi_G)=1.0884\times0.45=0.490\ \mathrm V,
$$

$$
A_D=c_1(\phi_D-\phi_G)=1.0884\times0.85=0.925\ \mathrm V.
$$

Expressing the hyperbolic sines through exponentials and collecting terms, the midplane value of $\psi$ is

$$
\psi(x,0)=\alpha e^{kx}+\beta e^{-kx},\qquad
\alpha=\frac{A_D-A_Se^{-kL}}{2\sinh kL},\qquad
\beta=\frac{A_Se^{kL}-A_D}{2\sinh kL}. \tag{15}
$$

Setting the derivative $k(\alpha e^{kx}-\beta e^{-kx})$ to zero gives $e^{2kx_0}=\beta/\alpha$, so

$$
x_0=\frac1{2k}\ln\frac\beta\alpha. \tag{16}
$$

At this point both exponential terms equal $\sqrt{\alpha\beta}$. Measuring $x$ from $x_0$ and restoring the factor $\cos ky$,

$$
\psi=h\cosh\big(k(x-x_0)\big)\cos ky,\qquad h=2\sqrt{\alpha\beta}. \tag{17}
$$

Two derivatives of the hyperbolic cosine give $+k^2$ and two derivatives of the cosine give $-k^2$. At the saddle

$$
\phi_{xx}=k^2h=\kappa,\qquad \phi_{yy}=-k^2h=-\kappa. \tag{18}
$$

The saddle must lie between the ends. Since $x_0>0$ requires $\beta>\alpha>0$, equation (15) gives $A_D<A_S\cosh kL$; in the same way $x_0<L$ requires $A_S<A_D\cosh kL$. As the channel is shortened at fixed potentials with $A_D>A_S$, the second condition always holds and the first eventually fails: the saddle moves into the source and the midplane has no barrier left. This is only an estimate of where that happens, because the higher modes matter near the source.

## 13. Numbers

With $kL=0.24534\times20=4.907$ we have $e^{kL}=135.2$, and $2\sinh kL$ is also $135.2$ to this accuracy. Then

$$
\alpha=\frac{0.9251-0.0036}{135.2}=0.00682\ \mathrm V,\qquad
\beta=\frac{0.490\times135.2-0.925}{135.2}=0.483\ \mathrm V.
$$

The saddle position, its height above the gate potential and its curvature are

$$
x_0=\frac{\ln(0.483/0.00682)}{2\times0.2453\ \mathrm{nm^{-1}}}=8.68\ \mathrm{nm},\qquad h=2\sqrt{0.00682\times0.483}\ \mathrm V=0.115\ \mathrm V,
$$

$$
\kappa=(0.24534\ \mathrm{nm^{-1}})^2\times0.1148\ \mathrm V=0.00691\ \mathrm{V/nm^2}=6.9\times10^{15}\ \mathrm{V/m^2}.
$$

The series (14) with 60 modes gives curvatures of $+0.00690$ along and $-0.00690\ \mathrm{V/nm^2}$ across, and a saddle potential of $-0.335$ V. A separate solution of the same model on a grid, which uses no modes, gives the same two curvatures to these digits.

The saddle lies nearer the source than the drain. The drain is further above the gate potential, so its influence reaches further into the channel.

A step of 1 nm along the film raises the potential by $3.47$ mV, and a step of 1 nm across lowers it by $3.43$ mV. The quadratic estimate is $\tfrac12\kappa\,(1\ \mathrm{nm})^2=3.45$ mV for both. The small difference comes from the next terms in (17): $\cosh s=1+s^2/2+s^4/24+\dots$ and $\cos s=1-s^2/2+s^4/24-\dots$ have fourth-order terms of the same sign. That term adds to the rise and subtracts from the fall. The curvatures along and across are equal and opposite at every charge-free point, but the changes over finite steps need not be.

## 14. Where the leakage flows

Across the film at $x_0$, the potential falls from the centre to the surface by

$$
h\left(1-\cos\frac{kt}{2}\right)=0.1148\,(1-\cos0.736)\ \mathrm V=29.7\ \mathrm{mV}.
$$

In the dilute limit the electron density is proportional to $e^{\phi/V_T}$, where $V_T=k_BT/q=25.85$ mV at 300 K. The centre is therefore favoured over the surface by the factor $e^{29.7/25.85}=3.15$. In this classical model the density of subthreshold electrons at the barrier is highest in the middle of the film, at the point furthest from both gates. The negative curvature across the film is the reason.

## 15. Is the film charge-free enough?

Equation (10), evaluated with the charge-free curvature, gives the yardstick

$$
n_*=\frac{\varepsilon\kappa}{q}=4.5\times10^{18}\ \mathrm{cm^{-3}} .
$$

A density this large would itself change $\kappa$, so this value serves to judge small densities and is not the exact density at which the saddle disappears. Let the electron density at the source edge of the film be $2\times10^{19}\ \mathrm{cm^{-3}}$. If the electron Fermi level keeps its source value up to the saddle, the dilute formula gives there

$$
n=2\times10^{19}\,e^{-335.2/25.85}\ \mathrm{cm^{-3}}=4.7\times10^{13}\ \mathrm{cm^{-3}},
$$

about $10^{-5}$ of $n_*$. With $0.4$ V on the drain few electrons reach the top of the barrier from the drain side, so the actual density there is about half of this equilibrium value. At 400 K, with the potentials and the edge density held fixed, it is $1.2\times10^{15}\ \mathrm{cm^{-3}}$, still below $10^{-3}$ of $n_*$. An unintended acceptor density of $10^{15}\ \mathrm{cm^{-3}}$ would unbalance the curvatures by $2\times10^{-4}$ of $\kappa$. This smooth average should not be taken literally. A film 1 µm wide has a volume of $1.2\times10^{-16}\ \mathrm{cm^3}$ and contains $0.12$ such dopants on average. Near a dopant that is present the field varies along the width, and the two-dimensional statement fails.

The ends of the film are another matter: $2\times10^{19}\ \mathrm{cm^{-3}}$ is larger than $n_*$. Those electrons do not violate the theorem at the saddle, but they could change $\kappa$. A solution of Poisson's equation that includes them was made with the electron Fermi level equal to its source value before the barrier and to its drain value beyond it. It gives curvatures of $\pm0.00688\ \mathrm{V/nm^2}$, lower than the charge-free result by $0.3\,\%$. The saddle remains, and its curvatures remain opposite. This solution keeps the two ends pinned at $\phi_S$ and $\phi_D$. It counts the electrons that spill into the film but not the depletion of the doped source and drain, which section 17 estimates.

**Long channels.** When $kL\gg1$, equation (15) gives $\alpha\approx A_De^{-kL}$ and $\beta\approx A_S$, so

$$
\kappa\approx2k^2\sqrt{A_SA_D}\;e^{-kL/2}. \tag{19}
$$

The influence of source and drain dies out exponentially, and the saddle flattens. For $L=60$ nm, all other inputs held fixed, the full series gives $\kappa=5.2\times10^{-5}\ \mathrm{V/nm^2}$ and $n_*=3.3\times10^{16}\ \mathrm{cm^{-3}}$. The same background doping now amounts to $3\,\%$ of the yardstick. Nearly equal and opposite curvatures thus need a channel that is short enough for its doping; in a long enough channel even a slight charge decides the sign of the curvature across the film.

## 16. Other effects left out

**Field in the oxide.** Treating the oxide as a capacitor ignores the field component along $x$ inside it. If the oxide also obeys Laplace's equation, the mode there is $\sin k(t/2+t_{\rm ox}-y)$, which vanishes at the gate. Continuity of $\phi$ and of $\varepsilon\phi_y$ at the surface changes (12) to

$$
\tan\frac{kt}{2}\,\tan kt_{\rm ox}=\frac{\varepsilon_{\rm ox}}{\varepsilon_{\rm si}} .
$$

For small $kt_{\rm ox}$ this returns to (12). The decay length becomes $4.15$ nm instead of $4.08$ nm. With the end amplitudes held fixed, $\kappa$ rises by less than $1\,\%$. The amplitudes themselves depend on the potential at the ends of the oxide, and the total rise can reach a few per cent.

**Confinement.** Electrons in a 6 nm film have a zero-point energy. With hard walls and a mass of $0.92$ electron masses across the film, which suits a film with (001) surfaces, the lowest level at the saddle lies 15 meV above the classical band edge at the centre. That alone multiplies the Boltzmann factor for crossing by $e^{-15.1/25.85}=0.56$, if the source Fermi level keeps its distance from the classical band edge. The same walls, however, raise the lowest level at the source end of the film by 11 meV. Measured from that level, the barrier grows by only about 4 meV. Fins usually have (110) side walls; the mass across is then smaller, and both levels lie higher. In the charge-free model, confinement leaves the electrostatic saddle as it is.

**Tunnelling.** With a mass of $0.19$ electron masses along the channel, the transmission through the midplane barrier was computed from the one-dimensional Schrödinger equation. The thermally averaged current is $1.19$ times the classical one, in which every electron above the barrier crosses and none below it does.

**High fields.** At the drain edge the oxide field is $0.85\ \mathrm V/1.5\ \mathrm{nm}=5.7\ \mathrm{MV/cm}$, below the rough breakdown value of $10\ \mathrm{MV/cm}$ for silicon dioxide. The midplane field in the film reaches $1.6\ \mathrm{MV/cm}$, well above the rough breakdown field of thick silicon, $0.3\ \mathrm{MV/cm}$. Near the corners where the ends of the film meet the oxide it is higher still. In this model it even grows without limit there, because an end potential that is uniform up to the surface cannot satisfy condition (11) at the corner. The distances are short, however. In the charge-free model the potential in the film lies between $\phi_G$ and $\phi_D$, so no two points differ by more than $0.85$ V. This is less than the band gap of about $1.12$ eV divided by $q$. An electron starting near the band edge cannot gain enough energy from the field alone to create a pair, and the valence band nowhere rises to the level of the conduction band at the drain. Leakage through the oxide has not been estimated.

## 17. Beside real transistors

Thin-body silicon transistors, such as those with a gated fin, have bodies several nanometres thick and gates of roughly 15 to 30 nm, so the film modelled here is of the right size. Its plain 1.5 nm oxide is thick for such a device; modern gate stacks act electrically like about 1 nm of silicon dioxide. Its source-edge density is low: real sources are doped to around $10^{20}\ \mathrm{cm^{-3}}$. Even at $2\times10^{19}\ \mathrm{cm^{-3}}$, which is $0.7$ of the effective density of states, the dilute formula is only approximate at the edge, and Fermi–Dirac statistics alone would raise the saddle density of section 15 by about $30\,\%$. The halving by the drain bias outweighs this, so the value given there is on balance somewhat too high.

Real devices also break the assumption of sharp ends at fixed potential. Dopants spread over a nanometre or more, and the effective channel length differs from the drawn one. Equation (19) shows what this does. If the effective length grows by 1 nm with all else held fixed, $\kappa$ is multiplied by $e^{-0.2453/2}=0.88$, a reduction of $12\,\%$. That is far more than the changes estimated above for the spilled electrons and for the oxide field. The curvature at the saddle is therefore uncertain by roughly 10 to 30 per cent when the effective length is known only to within a nanometre or two. Even an abrupt junction does not hold its end potential, because the field $E$ at the end of the film must terminate on ionized donors over a depth of about $\varepsilon E/(qN_D)$. For $1.6\ \mathrm{MV/cm}$ this is about 5 nm at $N_D=2\times10^{19}\ \mathrm{cm^{-3}}$, with a potential drop comparable to the drain bias, and about 1 nm at $10^{20}\ \mathrm{cm^{-3}}$. Fixed end potentials thus describe only heavily doped ends. With abrupt, ungated doped extensions and the same Fermi levels, $\kappa$ is lower by roughly $30\,\%$ in the first case and by roughly $8\,\%$ in the second. The equality of its opposite curvatures does not depend on the junctions, provided the region around the saddle is charge-free and the potential is uniform along the width. The values for the model with fixed end potentials are in the numerical output.

## Numbers as computed

```
Tilted saddle of line charges, phi_xx, phi_yy: 0.04639, -0.04639 V/nm2
Its principal curvatures: -0.19600, 0.19600 V/nm2
Its tilt (rising axis from x): -38.15 degrees
Curvature ratio, two line charges: -1.0000
Curvature ratio, two point charges: -2.0000
Channel length, film, oxide: 20.0, 6.0, 1.5 nm
Relative permittivity, silicon and oxide: 11.7, 3.9
Source, drain, effective gate potential: 0.0, 0.4, -0.45 V
Temperature: 300 K
Thermal voltage: 25.85 mV
Lowest-mode k1: 0.24534 1/nm
Decay length 1/k1: 4.076 nm
Lowest-mode weight c1: 1.0884
Saddle position from source: 8.683 nm
Saddle potential: -0.3352 V
Saddle potential above gate: 0.1148 V
Curvature along film: 0.006903 V/nm2
Curvature across film: -0.006903 V/nm2
Curvature along film, SI: 6.903e+15 V/m2
Lowest-mode curvature: 0.006907 V/nm2
Lowest-mode saddle position: 8.683 nm
Potential change 1 nm along: 3.469 mV
Potential change 1 nm across: -3.434 mV
Centre minus surface potential: 29.70 mV
Centre/surface electron density ratio: 3.15
Finite-volume curvatures, no charge: 0.006904, -0.006903 V/nm2
Density whose charge gives kappa: 4.46e+18 cm^-3
Electron density at saddle, 300 K: 4.67e+13 cm^-3
Electron density at saddle, 400 K: 1.19e+15 cm^-3
Background doping: 1.0e+15 cm^-3
Doping curvature / kappa: 2.24e-04
Curvature along film, 60 nm channel: 5.155e-05 V/nm2
Density giving kappa, 60 nm channel: 3.33e+16 cm^-3
Doping / that density, 60 nm: 0.030
Source-edge electron density: 2.0e+19 cm^-3
Source-edge / band density: 0.71
With electrons: saddle position: 8.673 nm
With electrons: saddle potential: -0.3356 V
With electrons: curvatures along, across: 0.006884, -0.006883 V/nm2
Decay length with 2D oxide field: 4.151 nm
Lowest-mode kappa, 2D oxide field: 0.006956 V/nm2
Electron mass across, along: 0.92, 0.19 m_e
Confinement energy at saddle: 15.13 meV
Quantum/classical barrier current: 1.186
Oxide field at drain edge: 5.67 MV/cm
Largest midplane field in film: 1.55 MV/cm
Largest potential drop in film, bound: 0.85 V
Silicon band gap, rough: 1.12 eV
```
